Interpolating Dynamical Matrices of Polar Monolayers with a Separated Dipole Term

In a polar monolayer such as hexagonal boron nitride, a longitudinal optical vibration piles up charge in stripes. The electric field of the stripes acts back on the ions and raises the phonon energy. In a sheet, most of the field lines of a long-wavelength pattern run through the vacuum, so this extra restoring force vanishes at wavevector q = 0 and grows in proportion to |q|. The dispersion therefore has a cusp at the zone centre. Phonon calculations give the force constants on a coarse mesh of wavevectors, whereas transport and spectra need them everywhere. A Fourier series fitted to the mesh is smooth and cannot follow a cusp.

**What the plain Fourier scheme assumes**

Let Φ(0κ; Rκ′) be the 3×3 force constants between atom κ in cell 0 and atom κ′ in cell R, and τ_κ the position of atom κ in its cell. Define

C_κκ′(q) = Σ_R Φ(0κ; Rκ′) exp[iq·(R + τ_κ′ − τ_κ)].

The dynamical matrix is C_κκ′/√(M_κ M_κ′), and its eigenvalues are ω². Only C needs interpolation, since the masses are constants. From an N×N mesh one recovers N² real-space blocks, and the interpolant is the finite sum over them. This works if Φ is negligible beyond the supercell of N×N cells.

Suppose C contains a part h(q) that is homogeneous of degree n, h(λq) = λⁿh(q), and is not a polynomial. Its real-space form is ∫ d²q h(q) exp(−iq·R). Substituting q = p/R takes a factor R⁻² from d²q and R⁻ⁿ from h, so the tail falls as R^−(n+2). A polynomial gives no such tail. The cusp has n = 1, hence a tail R⁻³, the law of dipole–dipole forces.

The same scaling gives the interpolation error near the zone centre. Hold the test point at a fixed fraction of a mesh step and refine the mesh. Both the step and the test point scale as 1/N, and interpolation is linear in the data, so the error from h scales as N⁻ⁿ. Doubling N should only halve the error of a cusp. The remedy is to find the nonanalytic part explicitly and not ask the Fourier series to carry it.

**The Coulomb kernel of a sheet**

Take Hartree atomic units, a flat one-atom-thick insulating layer at z = 0 in vacuum, harmonic motion and electrostatic fields. The horizontal mirror plane then decouples in-plane from out-of-plane displacements. A sheet charge of wavevector K and unit amplitude has the potential

φ(z) = (2π/K) exp(−K|z|), K = |K|.

It solves Laplace's equation off the sheet, and its slope jumps by −4π across it, as Gauss's law requires.

In-plane dipoles of amplitude p per cell of area A carry the charge −iK·p/A. Their energy per cell is

½ (2π/(AK)) |K·p|².

It is positive: the field opposes the polarization. For out-of-plane dipoles at heights z and z′ the kernel is ∂_z∂_z′ (2π/K) exp(−K|z−z′|). Since ∂_z′ = −∂_z on a function of z − z′, this equals

−2πK exp(−K|z−z′|) + 4πδ(z−z′).

The delta function is a contact term independent of K and belongs to the short-range forces. What remains gives the energy −½(2πK/A)|p_z|². It is negative, so out-of-plane vibrations are softened.

Both kernels are nonanalytic at K = 0, through K_aK_b/K and K, and both vanish there. The response at q = 0 is therefore automatically the response at zero macroscopic field.

At large K the kernels should not be separated at all, because short-range structure is what the Fourier series handles well. Multiply them by

F(K) = erfc(KL/2),

with L a chosen length. The part left behind contains 1 − F = erf(KL/2), an odd function of K. Thus erf(KL/2)/K is even and has a power series in K², and so does K erf(KL/2). The part left behind is analytic, and F introduces no new singularity.

**How the electrons screen the term**

The ions move and the electrons polarize in response. Let u collect the displacements, p the electronic dipoles and Q the ionic charges. Remove the F-part of the kernel at K = q from all interactions, and call what remains U, B and P. With w = 2πF/(Aq) the in-plane energy is

E = ½u†Uu + Re(p†Bu) + ½p†Pp + ½w |q·Σ(Qu + p)|²,

where Σ adds the dipoles of one cell. Without the last term the minimum lies at p₀ = −P⁻¹Bu and leaves the energy ½u†C_an u, with C_an = U − B†P⁻¹B.

Restore the last term and write p = p₀ + δ. Terms linear in δ cancel in the first three, because p₀ is their minimum. Let k be the row vector for which kδ = q·Σδ, and write the charge that accompanies u as

s u = q·Σ(Qu + p₀).

The energy becomes

E = ½u†C_an u + ½δ†Pδ + ½w|y|², y = su + kδ.

Stationarity in δ gives Pδ + wk†y = 0, so δ = −wP⁻¹k†y. With X = kP⁻¹k† this yields y = su − wXy, or y = su/(1 + wX). Since ½δ†Pδ = ½w²X|y|², the last two terms add up to

½w(1 + wX)|y|² = ½ w|su|²/(1 + wX).

Hence

C(q) = C_an(q) + w s†s/(1 + wX).

This is exact within linear response as long as s and X keep their full q dependence. Their q = 0 limits are familiar quantities. The charge row is s = q·Z, with Z the Born charges, which are ionic charge plus induced dipole per displacement at zero macroscopic field. The response is X = Aα∥q², with α∥ the in-plane polarizability per area, so that wX = 2πα∥qF. The combination r = 2πα∥ is the screening length.

For out-of-plane motion w is replaced by −2πFq/A, s by Z_z and X by Aα⊥. The denominator becomes 1 − 2πα⊥qF.

**The separated term and the algorithm**

In a crystal a displacement wave of wavevector q has components at all K = q + G, with G the reciprocal lattice vectors and phases exp(−iG·τ_κ). Write

s_κβ = exp(−iG·τ_κ) Σ_a K_a Z_κ,aβ and z_κ = exp(−iG·τ_κ) Z_κ,zz.

The separated term is

C_LR(q) = (2π/A) Σ_G F(K) { s†s/[K(1 + 2πα∥KF)] − K z†z/(1 − 2πα⊥KF) }.

Only G = 0 is singular at the zone centre. The other G are there for periodicity. Multiply the block κκ′ by exp[−iq·(τ_κ′ − τ_κ)], and each summand depends on q and G through K alone. Shifting q by a reciprocal lattice vector then only relabels the sum. Without this property the difference C − C_LR would jump at the zone boundary, and its Fourier series would converge badly for a new reason.

The second denominator must stay positive. The function x erfc(x) has a maximum of about 0.24, so KF is at most about 0.48/L, and the condition is L > 0.48 × 2πα⊥.

The procedure is as follows.

1. From the response at q = 0 take Z, α∥ and α⊥.
2. At each mesh point form C − C_LR and multiply by exp[−iq·(τ_κ′ − τ_κ)].
3. Transform to real space: Φ_SR(R) = N⁻² Σ_q (…) exp(−iq·R).
4. Assign each block to the periodic image with the smallest |R + τ_κ′ − τ_κ|, sharing it equally among images at equal distance.
5. At the wanted q sum Φ_SR exp[iq·(R + τ_κ′ − τ_κ)] and add C_LR(q).

At mesh points the original matrices return, because what was subtracted is added back. Between them only the remainder is approximated. One may wish to add a constant on-site block to C_LR so that it obeys the acoustic sum rule by itself. A constant transforms into the R = 0 block and is reproduced at every q, so it cancels between steps 2 and 5 and does not alter the result.

**What is still left in the remainder**

The scheme freezes Z(q) at Z. The next term makes s = q·Z + O(q²), where the quadratic part is the dynamical quadrupole: a displaced atom polarizes its neighbours unevenly. In s†s/q the product of dipole and quadrupole is of order q·q²/q = q². It has degree two but is generally not a polynomial, so it leaves a tail R⁻⁴ and an error of order N⁻². If the quadrupole is included in s, the leading leftover has degree three and the error should fall as N⁻³.

Screening enters differently. For F = 1,

q_aq_b/[q(1 + rq)] = q_aq_b/q − r q_aq_b + r² q q_aq_b − …

The second term is a polynomial. Bare dipoles, with the denominators set to one, therefore already remove the cusp, and neglected screening returns only at degree three. But its coefficient is r², and the expansion requires rq ≪ 1. On a mesh whose step is comparable with 1/r that ordering says little.

**A crystal on which the scheme can be judged**

A test needs a crystal whose C(q) can be computed directly at any q. Take a honeycomb lattice of cations and anions with charges ±0.80 e, lattice constant 0.25 nm, bond length d = 0.144 nm and masses 11 and 14 u. The anion carries a point polarizability of 0.0015 nm³ in the plane and 0.0006 nm³ out of it. Central springs act between first neighbours (730 N/m) and second neighbours (150 N/m). A bending energy ½k_b(3u_i − Σ_j u_j)² for each atom i, with j its three neighbours, u the out-of-plane displacement and k_b = 14 N/m, resists corrugation.

The lattice must also be free of stress, or the flexural branch would not start as q². The Coulomb energy per cell is −MQ²/d, with M the Madelung constant. If φ is the bond potential, zero stress requires 3φ′ + MQ²/d² = 0. The bond's transverse force constant is then φ′/d = −MQ²/(3d³), which is −25 N/m.

All Coulomb sums, including those between induced dipoles, were done by the Ewald method for a planar lattice, and the anion dipoles were eliminated at each q. The response at q = 0 gives a cation Born charge of 2.69 e in the plane and 0.30 e out of it; the anion has the opposite values. Induced dipoles more than triple the ionic charge for in-plane motion and cancel most of it for out-of-plane motion. The lengths are r = 0.370 nm and 2πα⊥ = 0.049 nm. With L = 0.10 nm the positivity condition reads 0.10 > 0.024.

The optical branches at small q follow from C_LR. For two atoms with Born charges ±Z and reduced mass μ, the normalized optical eigenvector has components ±√(μ/M_κ). The charge it carries is

Σ_κ Z_κe_κ/√M_κ = Z√μ (1/M₁ + 1/M₂) = Z/√μ.

Hence, to first order in q,

ω²_LO = ω₀² + (2π/A)(Z∥²/μ) q, ω²_ZO = ω_z² − (2π/A)(Z⊥²/μ) q.

In units of energy squared the formulas give slopes of 8208 and −102.4 meV² nm. Diagonalizing the directly computed matrices at small q gives the same values to these digits. The zone-centre energies are 170.9 meV for the degenerate LO and TO modes and 104.6 meV for ZO.

**Errors near the zone centre**

The following figures are the largest absolute error of any element of C, in N/m, relative to direct calculation. The five test points lie within one mesh step of the zone centre, toward M and toward K, at fixed fractions of the step. The columns are N = 6, 12 and 24.

No separation: 133, 77, 41
Bare dipoles: 48.8, 14.7, 4.1
Screened dipoles: 48.8, 14.7, 4.1
Dipoles and quadrupoles: 3.0, 0.56, 0.10

From N = 12 to 24 the error falls by factors of 1.9 without separation, 3.6 with screened dipoles and 5.6 with quadrupoles. The expected limits are 2, 4 and 8. The first two are nearly reached; the third is still some way off at these meshes.

Bare and screened dipoles agree in every digit, which at first sight makes screening look useless. Symmetry accounts for it. Let q point along x, toward K. The same-atom xy element of the dipole term is odd in q_y, because the triangular lattice of cells is symmetric under y → −y. It vanishes on this line, with or without screening, and so does its interpolant. The dipole–quadrupole term has no such symmetry, since the honeycomb with two different atoms is not symmetric under y → −y. The error of this element is thus the same in both schemes. The maximum is of this kind: on all three meshes it is the cation xy element at the outer test point toward K.

The phonon energies do show the screening. Along Γ–M–K–Γ, sampled at 24 points per segment, the largest error of the highest branch for N = 12 is 9.0 meV without separation, 0.96 meV with bare dipoles, 0.13 meV with screened dipoles and 0.06 meV with quadrupoles.

**One wavevector in detail**

Take N = 12 and the point halfway between the zone centre and the next mesh point toward M, q = 1.2092 nm⁻¹. First estimate the LO energy by hand, using the zone-centre energy and the screened field term with F = 1:

rq = 0.3702 × 1.2092 = 0.4476
field term = 8208 × 1.2092/1.4476 = 6856 meV²
ω_LO ≈ √(170.87² + 6856) = 189.9 meV.

Direct diagonalization gives 189.5 meV. The estimate omits the short-range dispersion and the q dependence of Z and α. Without screening the same estimate would be √(170.87² + 9925) = 197.8 meV.

The interpolated LO energies are 181.4 meV without separation, 190.5 meV with bare dipoles and 189.4 meV with screened dipoles. The plain scheme misses 8.1 meV of an 18.6 meV rise above the zone centre; screened dipoles miss 0.05 meV. Adding quadrupoles changes the LO error at this point by less than 0.01 meV.

The acoustic branches tell another story. The direct energies of the second and third branches are 9.89 and 21.80 meV. Screened dipoles give 9.45 and 21.97 meV, no better than the plain scheme with 9.46 and 21.87 meV. Quadrupoles give 9.88 and 21.81 meV. The reason lies in the charges: when both atoms move together, the Born charges add to zero and the singular G = 0 part of the dipole term exerts no force. The first charge of such a rigid motion is quadrupolar. A real acoustic wave also shifts the two sublattices against each other by an amount proportional to q, and the Born charges then add a charge of the same order. Both together make up the piezoelectric response. At this q only the longitudinal wave carries such a charge: the line toward M runs along a bond, and reflection in the vertical plane through that line reverses a transverse displacement but leaves a charge of wavevector q unchanged. The transverse branch is affected all the same, because the interpolant draws on mesh points in all directions. The error enters through the dipole–quadrupole product of degree two, which couples the rigid motion to the sublattice shift. Separating that product alone reduces the transverse error from 0.44 to 0.02 meV, whereas the quadrupole–quadrupole term alone leaves 0.43 meV. For acoustic velocities or piezoelectric scattering on a coarse mesh, the dipole separation alone is therefore insufficient in this crystal. The quadrupoles can be obtained as here, from the first q derivative of the charge response with the macroscopic term removed.

A moderate change of L has a small effect on the matrix. Raising it from 0.10 to 0.15 nm changes the elements of the interpolated C at this point by at most 0.6 N/m with screened dipoles. Such a change measures part of the interpolation error, since at infinite N the result cannot depend on L. The LO error of 0.05 meV quoted above belongs to L = 0.10 nm; at 0.15 nm it is 0.14 meV. The largest error of the highest branch along the path then becomes 0.17 meV with screened dipoles and 0.15 meV with quadrupoles, so the gain from quadrupoles for that branch depends on L. L should stay small compared with the inverse mesh step, or F varies too quickly between mesh points.

**Beside real layers**

The parameters lie in the rough regime of monolayer hexagonal boron nitride: a lattice constant near 0.25 nm, an in-plane Born charge near 2.7 e and optical phonons near 170 meV. They are not a first-principles description of it. The screening length is on the low side; computed values for that material are roughly 0.7 nm. With 0.7 nm the estimate above becomes √(170.87² + 9925/1.846) = 185.9 meV, about 4 meV lower.

A layer on a substrate no longer has vacuum on both sides. A substrate of permittivity 4 whose surface lies at the plane of the layer divides the long-range kernel by κ = (1 + 4)/2 = 2.5, so the field term becomes 9925/(2.5 + 0.448) = 3367 meV² and the estimate 180.5 meV. The full matrix with this factor in the in-plane kernel alone gives 179.7 meV. The substrate also removes the mirror plane, and its image charges couple in-plane to out-of-plane dipoles; with that coupling the energy is 179.2 meV. The shift of about 10 meV from the free layer is far above the interpolation error. A real layer rests a little above the surface, which weakens the effect. With a gap g the kernel is multiplied by 1 − 0.6 exp(−2qg) instead of 1/2.5. For g = 0.33 nm this factor is 0.73 at the present q, and the shift shrinks to about 4 meV. The permittivity ε must be the one at the phonon frequency, and the 0.6 above is (ε − 1)/(ε + 1). For ε between 1 and the static value the shift is smaller, and for ε between −1 and 1 it changes sign. For ε below −1, inside a reststrahlen band of a polar substrate, the factor exceeds one and the shift can be much larger; a single fixed permittivity is then a poor model. If C was computed for a free layer, the mesh step must use the free kernel, and the new environment enters only on restoration. Let f be the factor that multiplies the kernel, 1/2.5 or its form with a gap. At small q, F in the in-plane G = 0 term is then replaced by F − 1 + f, not by fF, because the remainder still contains the part 1 − F of the free kernel.

Free carriers also matter. For 10¹² cm⁻² carriers of mass 0.8 electron masses, the long-wavelength plasmon formula √{2πnq/[m(1 + rq)]} gives 85 meV at this q. It grows as √n and reaches the LO energy near 5 × 10¹² cm⁻². These numbers only set a scale. The formula requires the plasmon energy to be large compared with the recoil energy q²/2m, 70 meV here, and with q times the carrier velocity. Neither condition is well met. For a single spin-degenerate valley the Fermi energies are 3 and 15 meV at the two densities, below the 26 meV of thermal energy at 300 K, so at room temperature the velocity is mainly thermal. Both corrections raise the plasmon energy, by tens of meV at this q, and the crossing with the LO mode lies at a lower density than the formula suggests. Where the carriers respond at frequencies comparable with the phonon's, the two motions mix, and a static dynamical matrix no longer describes the mode.

Two other omissions can be sized roughly. Retardation matters near the light wavevector ω/c, about 0.001 nm⁻¹ at the LO energy, a thousand times below the example. The thermal and zero-point optical displacement at 300 K, estimated from a single oscillator at the zone-centre energy, is 3% of the bond length. That supports the harmonic starting point for the optical modes but does not bound the anharmonic shifts. It does not cover the soft flexural motion, whose out-of-plane amplitudes are larger.

Buckled or several-atom-thick layers need more than this form. Without a mirror plane through all atoms, in-plane and out-of-plane displacements no longer decouple, and the separated term must be extended accordingly.
